# Wilson's GF equation and the reality of its eigenvalues: a program that tests the result

```python
"""Wilson GF equation for stretches and bends.

Result under test: with S = B x, G = B M^-1 B^T and V = S^T F S / 2,
the matrix GF has real eigenvalues, and its nonzero eigenvalues equal
those of the mass-weighted Cartesian Hessian.
B: rows of s-vectors; M: atomic masses; F: internal force constants;
L: internal mode vectors; lambda = (angular frequency)^2.
Working units: nm, u, N/m. Hence bend constants are in aJ/rad^2,
stretch-bend constants in nN/rad, and lambda in (N/m)/u.
"""
import numpy as np
from scipy import constants as const

STEP = 1e-5  # nm, for finite differences


def internal_values(x, coords):
    """Bond lengths (end, apex) and angles (end, apex, end)."""
    result = []
    for c in coords:
        a = x[c[0]] - x[c[1]]
        if len(c) == 2:
            result.append(np.linalg.norm(a))
        else:
            b = x[c[2]] - x[c[1]]
            result.append(np.arctan2(np.linalg.norm(np.cross(a, b)), a @ b))
    return np.array(result)


def s_vector_matrix(x, coords):
    """B from the derived s-vector formulas."""
    B = np.zeros((len(coords), len(x), 3))
    for row, c in enumerate(coords):
        a = x[c[0]] - x[c[1]]
        ra = np.linalg.norm(a)
        ea = a / ra
        if len(c) == 2:
            B[row, c[0]], B[row, c[1]] = ea, -ea
        else:
            b = x[c[2]] - x[c[1]]
            rb = np.linalg.norm(b)
            eb = b / rb
            cosine = ea @ eb
            sine = np.sqrt(1 - cosine**2)
            sa = (cosine * ea - eb) / (ra * sine)
            sb = (cosine * eb - ea) / (rb * sine)
            B[row, c[0]], B[row, c[2]], B[row, c[1]] = sa, sb, -sa - sb
    return B.reshape(len(coords), -1)


def numerical_B(x, coords):
    columns = []
    for k in range(x.size):
        d = np.zeros(x.size)
        d[k] = STEP
        d = d.reshape(x.shape)
        columns.append((internal_values(x + d, coords)
                        - internal_values(x - d, coords)) / (2 * STEP))
    return np.array(columns).T


def cartesian_modes(x, masses, coords, F, tension=0.0):
    """Diagonalize the Hessian found by differencing the energy itself."""
    reference = internal_values(x, coords)

    def energy(flat):
        S = internal_values(flat.reshape(x.shape), coords) - reference
        return 0.5 * S @ F @ S + tension * S[0]

    x0, n = x.ravel(), x.size
    unit = STEP * np.eye(n)
    hessian = np.zeros((n, n))
    for i in range(n):
        for j in range(i + 1):
            p, q = unit[i], unit[j]
            value = (energy(x0 + p + q) - energy(x0 + p - q)
                     - energy(x0 - p + q) + energy(x0 - p - q))
            hessian[i, j] = hessian[j, i] = value / (4 * STEP**2)
    root = np.sqrt(np.repeat(masses, 3))
    return np.linalg.eigh(hessian / np.outer(root, root))


def G_matrix(B, masses):
    return (B / np.repeat(masses, 3)) @ B.T


def nonzero(values):
    return np.sort(values[np.abs(values) > 1e-6 * np.max(np.abs(values))])


def compare_spectra(x, masses, coords, F):
    """Return GF and Cartesian eigenvalues after testing their agreement."""
    G = G_matrix(s_vector_matrix(x, coords), masses)
    gf = np.linalg.eigvals(G @ F)
    scale = np.max(np.abs(gf))
    assert np.max(np.abs(gf.imag)) < 1e-9 * scale
    cart = cartesian_modes(x, masses, coords, F)[0]
    a, b = nonzero(gf.real), nonzero(cart)
    assert len(a) == len(b)
    assert np.max(np.abs(a - b)) < 1e-6 * scale
    return np.sort(gf.real), cart


def wavenumber(lam):
    """cm^-1; a negative result denotes an imaginary frequency."""
    omega = np.sqrt(np.abs(lam) / const.atomic_mass)
    return np.sign(lam) * omega / (2 * np.pi * const.c * 100)


def show(label, values, unit, digits=5):
    text = " ".join(f"{v:.{digits}g}" for v in np.atleast_1d(values))
    print(f"{label}: {text} {unit}")


# Bent triatomic: atom 0 is the apex.
masses = np.array([20.0, 10.0, 30.0])
r1, r2, phi = 0.15, 0.20, np.deg2rad(110.0)
x = np.array([[0, 0, 0], [r1, 0, 0],
              [r2 * np.cos(phi), r2 * np.sin(phi), 0]])
coords = [(1, 0), (2, 0), (1, 0, 2)]
F = np.array([[500.0, 20.0, 2.0], [20.0, 300.0, 3.0], [2.0, 3.0, 1.0]])
B = s_vector_matrix(x, coords)
B_num = numerical_B(x, coords)
assert np.allclose(B, B_num, rtol=1e-6, atol=1e-6)

# Rigid translations and infinitesimal rotations leave S unchanged.
for axis in np.eye(3):
    assert np.allclose(B @ np.tile(axis, 3), 0, atol=1e-12)
    assert np.allclose(B @ np.cross(axis, x).ravel(), 0, atol=1e-12)

# Closed G elements against G built from numerical derivatives.
m0, m1, m2 = 1 / masses
cp, sp = np.cos(phi), np.sin(phi)
g13, g23 = -m0 * sp / r2, -m0 * sp / r1
g33 = (m1 / r1**2 + m2 / r2**2
       + m0 * (1 / r1**2 + 1 / r2**2 - 2 * cp / (r1 * r2)))
G = np.array([[m1 + m0, m0 * cp, g13], [m0 * cp, m2 + m0, g23],
              [g13, g23, g33]])
assert np.allclose(G, G_matrix(B_num, masses), rtol=1e-6, atol=1e-8)

# Spectra and mode vectors.
lam_gf, lam_cart = compare_spectra(x, masses, coords, F)
assert len(nonzero(lam_cart)) == 3
g_values, g_vectors = np.linalg.eigh(G)
assert g_values[0] > 0
G_half = (g_vectors * np.sqrt(g_values)) @ g_vectors.T
lam, Y = np.linalg.eigh(G_half @ F @ G_half)
L = G_half @ Y
L = L * np.sign(L[2])
GF = G @ F
assert not np.allclose(GF, GF.T)
assert np.allclose(GF @ L, L * lam)
assert np.allclose(L @ L.T, G)
assert np.allclose(L.T @ F @ L, np.diag(lam))
assert np.isclose(np.prod(lam_cart[-3:]),
                  np.linalg.det(G) * np.linalg.det(F), rtol=1e-5)
root_mass = np.sqrt(np.repeat(masses, 3))
weighted_modes = (B / root_mass).T @ np.linalg.solve(G, L)
cart_vectors = cartesian_modes(x, masses, coords, F)[1][:, -3:]
overlaps = np.abs(np.sum(weighted_modes * cart_vectors, axis=0))
assert np.allclose(overlaps, 1, atol=1e-6)

# Internal kinetic energy: explicitly remove rigid-body motion.
velocity = np.array([[0, 0, 0], [100.0, 200.0, 300.0], [0, 0, 0]])
center = masses @ x / masses.sum()
y = x - center
v_center = masses @ velocity / masses.sum()
inertia = sum(m * ((p @ p) * np.eye(3) - np.outer(p, p))
              for m, p in zip(masses, y))
angular_momentum = masses @ np.cross(y, velocity - v_center)
spin = np.linalg.solve(inertia, angular_momentum)
v_internal = velocity - v_center - np.cross(spin, y)
T_total = 0.5 * masses @ np.sum(velocity**2, axis=1)
T_internal = 0.5 * masses @ np.sum(v_internal**2, axis=1)
dt = 1e-7
S_dot = (internal_values(x + dt * velocity, coords)
         - internal_values(x - dt * velocity, coords)) / (2 * dt)
T_G = 0.5 * S_dot @ np.linalg.solve(G, S_dot)
assert np.isclose(T_G, T_internal, rtol=1e-5)
assert T_total > T_internal

# Indefinite F: real eigenvalues, with the signs of F.
F_saddle = F.copy()
F_saddle[2, 2] = -1.0
lam_saddle, cart_saddle = compare_spectra(x, masses, coords, F_saddle)
assert np.sum(lam_saddle < 0) == np.sum(np.linalg.eigvalsh(F_saddle) < 0)

# A nonstationary reference: tension turns two rotational zeros nonzero.
tension = 1.0
lam_tension = cartesian_modes(x, masses, coords, F, tension)[0]
active_tension = nonzero(lam_tension)
assert len(active_tension) == 5
assert np.max(np.abs(active_tension[-3:] - lam)) > 1e-3

# Symmetric factors without a positive one may give imaginary eigenvalues.
bad = np.linalg.eigvals(np.diag([1.0, -1.0])
                        @ np.array([[0.0, 1.0], [1.0, 0.0]]))
assert np.allclose(np.sort(bad.imag), [-1, 1])

# At a straight angle, opposite displacements both reduce the angle.
straight = np.array([[0, 0, 0], [r1, 0, 0], [-r2, 0, 0]])
slopes = []
for sign in (1, -1):
    moved = straight.copy()
    moved[1, 1] = sign * STEP
    slopes.append((internal_values(moved, [(1, 0, 2)])[0] - np.pi) / STEP)
assert np.allclose(slopes, -1 / r1, rtol=1e-6)

# Four atoms: a complete pyramidal set, then a redundant planar set.
masses4 = np.array([20.0, 10.0, 15.0, 30.0])
coords4 = [(1, 0), (2, 0), (3, 0), (1, 0, 2), (2, 0, 3), (3, 0, 1)]
F4 = np.diag([400.0, 350.0, 300.0, 1.0, 1.2, 0.8])
F4[0, 1] = F4[1, 0] = 20.0
F4[0, 3] = F4[3, 0] = 2.0
F4[3, 4] = F4[4, 3] = 0.1
four_atom = {}
for name, height in (("pyramidal", 0.05), ("planar", 0.0)):
    azimuth = np.deg2rad([0.0, 115.0, 235.0])
    radius = np.array([0.15, 0.16, 0.18])
    ends = np.column_stack((radius * np.cos(azimuth),
                            radius * np.sin(azimuth), np.full(3, height)))
    x4 = np.vstack((np.zeros(3), ends))
    B4 = s_vector_matrix(x4, coords4)
    assert np.allclose(B4, numerical_B(x4, coords4), rtol=1e-6, atol=1e-6)
    gf4, cart4 = compare_spectra(x4, masses4, coords4, F4)
    rank = np.linalg.matrix_rank(G_matrix(B4, masses4), tol=1e-9)
    four_atom[name] = (rank, nonzero(gf4), nonzero(cart4))
assert four_atom["pyramidal"][0] == 6
assert four_atom["planar"][0] == 5
assert len(four_atom["pyramidal"][2]) == 6
assert len(four_atom["planar"][2]) == 5

show("masses: apex, end 1, end 2", masses, "u")
show("bond lengths r1, r2", [r1, r2], "nm")
show("angle", np.rad2deg(phi), "degrees")
show("F11, F22, F12", [F[0, 0], F[1, 1], F[0, 1]], "N/m")
show("F13, F23", [F[0, 2], F[1, 2]], "nN/rad")
show("F33", F[2, 2], "aJ/rad^2")
show("bend s-vector, apex (x y z)", B[2, :3], "rad/nm")
show("bend s-vector, end 1 (x y z)", B[2, 3:6] + 0.0, "rad/nm")
show("bend s-vector, end 2 (x y z)", B[2, 6:] + 0.0, "rad/nm")
show("G11, G22, G12", [G[0, 0], G[1, 1], G[0, 1]], "1/u")
show("G13, G23", [G[0, 2], G[1, 2]], "rad/(u nm)")
show("G33", G[2, 2], "rad^2/(u nm^2)")
print("GF in working units (nm, u, N/m), rows:")
for number, row in enumerate(GF, 1):
    show(f"  row {number}", row, "", 6)
show("GF eigenvalues", lam_gf, "(N/m)/u", 7)
show("Cartesian nonzero eigenvalues", lam_cart[-3:], "(N/m)/u", 7)
show("largest |Cartesian zero|", np.max(np.abs(lam_cart[:6])),
     "(N/m)/u", 2)
show("lambda in SI", lam / const.atomic_mass, "s^-2")
show("wavenumbers from GF", wavenumber(lam_gf), "cm^-1", 7)
show("wavenumbers from Cartesian", wavenumber(lam_cart[-3:]), "cm^-1", 7)
for k in range(3):
    show(f"L mode {k + 1}, stretches", L[:2, k], "u^-1/2", 4)
    show(f"L mode {k + 1}, bend", L[2, k], "rad u^-1/2 nm^-1", 4)
show("mode overlaps, GF with Cartesian", overlaps, "", 7)
show("velocity of end 1, others at rest", velocity[1], "m/s")
energy_unit = const.atomic_mass / 1e-21
show("total kinetic energy", T_total * energy_unit, "1e-21 J")
show("kinetic energy without rigid motion", T_internal * energy_unit,
     "1e-21 J")
show("kinetic energy from inverse G", T_G * energy_unit, "1e-21 J")
show("saddle case F33", F_saddle[2, 2], "aJ/rad^2")
show("saddle GF eigenvalues", lam_saddle, "(N/m)/u")
show("saddle Cartesian eigenvalues", nonzero(cart_saddle), "(N/m)/u")
show("added tension in bond 1", tension, "nN")
show("tension case, nonzero eigenvalues", active_tension, "(N/m)/u")
print("tension case, number of zeros:", 9 - len(active_tension))
show("indefinite-G example, imaginary parts", np.sort(bad.imag), "")
show("straight angle, slopes for +/- moves", slopes, "rad/nm")
for name, (rank, gf4, cart4) in four_atom.items():
    print(f"{name} four-atom case, rank of G: {rank}")
    show("  nonzero GF", gf4, "(N/m)/u")
    show("  nonzero Cartesian", cart4, "(N/m)/u")
print("no test failed")
```

Printed output:

```
masses: apex, end 1, end 2: 20 10 30 u
bond lengths r1, r2: 0.15 0.2 nm
angle: 110 degrees
F11, F22, F12: 500 300 20 N/m
F13, F23: 2 3 nN/rad
F33: 1 aJ/rad^2
bend s-vector, apex (x y z): 4.6985 8.3768 0 rad/nm
bend s-vector, end 1 (x y z): 0 -6.6667 0 rad/nm
bend s-vector, end 2 (x y z): -4.6985 -1.7101 0 rad/nm
G11, G22, G12: 0.15 0.083333 -0.017101 1/u
G13, G23: -0.23492 -0.31323 rad/(u nm)
G33: 9.8901 rad^2/(u nm^2)
GF in working units (nm, u, N/m), rows:
  row 1: 74.1881 -2.83507 0.0137738 
  row 2: -7.5103 23.7183 -0.0974329 
  row 3: -103.946 -68.9975 8.48053 
GF eigenvalues: 8.043507 23.76397 74.57947 (N/m)/u
Cartesian nonzero eigenvalues: 8.043508 23.76397 74.57947 (N/m)/u
largest |Cartesian zero|: 3.7e-07 (N/m)/u
lambda in SI: 4.8439e+27 1.4311e+28 4.4913e+28 s^-2
wavenumbers from GF: 369.4857 635.0887 1125.083 cm^-1
wavenumbers from Cartesian: 369.4857 635.0887 1125.083 cm^-1
L mode 1, stretches: 0.0001645 0.01729 u^-1/2
L mode 1, bend: 2.769 rad u^-1/2 nm^-1
L mode 2, stretches: -0.01627 -0.2826 u^-1/2
L mode 2, bend: 1.387 rad u^-1/2 nm^-1
L mode 3, stretches: -0.387 0.05609 u^-1/2
L mode 3, bend: 0.55 rad u^-1/2 nm^-1
mode overlaps, GF with Cartesian: 1 1 1 
velocity of end 1, others at rest: 100 200 300 m/s
total kinetic energy: 1.1624 1e-21 J
kinetic energy without rigid motion: 0.18733 1e-21 J
kinetic energy from inverse G: 0.18733 1e-21 J
saddle case F33: -1 aJ/rad^2
saddle GF eigenvalues: -9.4366 21.926 74.117 (N/m)/u
saddle Cartesian eigenvalues: -9.4366 21.926 74.117 (N/m)/u
added tension in bond 1: 1 nN
tension case, nonzero eigenvalues: 0.15511 1 8.6537 23.998 74.58 (N/m)/u
tension case, number of zeros: 4
indefinite-G example, imaginary parts: -1 1 
straight angle, slopes for +/- moves: -6.6667 -6.6667 rad/nm
pyramidal four-atom case, rank of G: 6
  nonzero GF: 4.8798 6.6767 8.7459 23.745 46.002 62.128 (N/m)/u
  nonzero Cartesian: 4.8798 6.6767 8.7459 23.745 46.002 62.128 (N/m)/u
planar four-atom case, rank of G: 5
  nonzero GF: 8.4705 10.259 21.739 49.884 65.168 (N/m)/u
  nonzero Cartesian: 8.4705 10.259 21.739 49.884 65.168 (N/m)/u
no test failed
```
